# The High-Frequency Self-Energy Tail of the Hubbard Model

**Q:** You say that the self-energy of the Hubbard model is known at high frequency for any interaction strength and any momentum. The model is not solved in general. What exactly are you claiming?

**A:** The claim concerns two coefficients, not the whole function. With $\hbar=k_B=1$, the Hamiltonian, with the chemical potential included, is

$$H=\sum_{ij\sigma}h_{ij\sigma}\,c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow}.$$

The Hermitian matrix $h$ holds the finite-range hopping, minus the chemical potential, and possibly a field along the spin axis. The system is in thermal equilibrium. For now the hopping and the state are translation invariant with one site per cell, so each spin has a uniform density; also, no term or average mixes the spins, and there is no pairing. Then

$$\Sigma_\sigma(k,i\omega)=Un+\frac{U^2n(1-n)}{i\omega}+O(\omega^{-2}),\qquad n=\langle n_{i,-\sigma}\rangle .$$

Here $n$ is the occupation per site of the opposite spin in the interacting state. It depends on $U$, temperature and chemical potential, and the derivation does not supply it.

**Q:** Then start from something I can check. What does high frequency have to do with moments?

**A:** Fix $\sigma$ and drop its label. Let $|m\rangle$ be the eigenstates of $H$, with energies $E_m$ and thermal probabilities $p_m$. The Green's function between sites is

$$G_{ij}(z)=\sum_{mn}(p_m+p_n)\frac{\langle m|c_i|n\rangle\langle n|c_j^\dagger|m\rangle}{z-(E_n-E_m)} .$$

Expanding each fraction as $1/(z-x)=1/z+x/z^2+x^2/z^3+\dots$ gives, in matrix form,

$$G(z)=\frac{M_0}{z}+\frac{M_1}{z^2}+\frac{M_2}{z^3}+\frac{M_3}{z^4}+\dots$$

where $M_p$ is the same double sum with the fraction's denominator replaced by a factor $(E_n-E_m)^p$ in the numerator.

**Q:** Those sums still need every eigenstate.

**A:** The energy differences can be absorbed into commutators, because

$$\langle m|[c_i,H]|n\rangle=(E_n-E_m)\langle m|c_i|n\rangle,\qquad \langle n|[H,c_j^\dagger]|m\rangle=(E_n-E_m)\langle n|c_j^\dagger|m\rangle .$$

The sums over states are then completeness relations. The $p_m$ part gives the product with $c^\dagger$ on the right, and the $p_n$ part gives the opposite order. Together they form anticommutators:

$$M_{0,ij}=\langle\{c_i,c_j^\dagger\}\rangle=\delta_{ij},\quad M_{1,ij}=\langle\{[c_i,H],c_j^\dagger\}\rangle,\quad M_{2,ij}=\langle\{[c_i,H],[H,c_j^\dagger]\}\rangle .$$

In $M_2$ one factor of the energy difference has gone to each operator. What remains are equilibrium averages of local operators.

**Q:** The commutator with the interaction is where trouble should begin.

**A:** For the one-body part, use $[A,BC]=\{A,B\}C-B\{A,C\}$. Since $\{c_i,c_a^\dagger\}=\delta_{ia}$ and $\{c_i,c_b\}=0$,

$$\Big[c_i,\sum_{ab}h_{ab}c_a^\dagger c_b\Big]=\sum_b h_{ib}c_b .$$

For the interaction, write $\nu_i=n_{i,-\sigma}$ for the opposite-spin number operator. It is bilinear in the other spin's operators, so it commutes with $c_i$ and $c_i^\dagger$. The same identity gives $[c_i,c_i^\dagger c_i]=c_i$. Therefore

$$[c_i,H]=\sum_l h_{il}c_l+U\nu_i c_i,\qquad [H,c_j^\dagger]=\sum_l h_{lj}c_l^\dagger+U\nu_j c_j^\dagger .$$

The second equation is the Hermitian conjugate of the first, with $h_{jl}^*=h_{lj}$. Repeated commutators do generate longer operator products, but two moments need only this one commutator.

**Q:** So what are the moments?

**A:** For the first,

$$M_{1,ij}=h_{ij}+U\langle\nu_i\{c_i,c_j^\dagger\}\rangle=h_{ij}+Un_i\delta_{ij},\qquad n_i=\langle\nu_i\rangle .$$

The second has four pieces:

$$\begin{aligned}
\sum_{ll'}h_{il}h_{l'j}\{c_l,c_{l'}^\dagger\}&=(h^2)_{ij},\\
U\sum_l h_{il}\{c_l,\nu_jc_j^\dagger\}&=Uh_{ij}\nu_j,\\
U\sum_l h_{lj}\{\nu_ic_i,c_l^\dagger\}&=Uh_{ij}\nu_i,\\
U^2\{\nu_ic_i,\nu_jc_j^\dagger\}&=U^2\nu_i\nu_j\delta_{ij}=U^2\nu_i\delta_{ij}.
\end{aligned}$$

The last line uses the fact that the $\nu$'s commute with each other and that $\nu_i^2=\nu_i$, because a fermion occupation is 0 or 1. Averaging gives

$$M_{2,ij}=(h^2)_{ij}+Uh_{ij}(n_i+n_j)+U^2n_i\delta_{ij}.$$

**Q:** I expected an unknown correlation such as $\langle\nu_i\nu_j\rangle$ between neighbouring sites. Where did it go?

**A:** It came multiplied by $\{c_i,c_j^\dagger\}$, which vanishes for different sites. On the same site, $\nu_i^2=\nu_i$ reduces it to the density. No factorization of an average has been made, and $U$ has not been assumed small.

For translation-invariant hopping and uniform density, Fourier transformation replaces $h$ by its eigenvalue $\xi_k$, the band energy measured from the chemical potential with any field included:

$$M_1=\xi_k+Un,\qquad M_2=\xi_k^2+2U\xi_kn+U^2n .$$

**Q:** These contain $\xi_k$, so they depend on momentum. You promised a tail that does not.

**A:** The moments belong to $G$, and the self-energy is defined by Dyson's equation, $\Sigma=z-\xi_k-1/G$. So $G$ must be inverted. Write $G=(1+X)/z$ with

$$X=\frac{M_1}{z}+\frac{M_2}{z^2}+\frac{M_3}{z^3}+\dots$$

and use $1/(1+X)=1-X+X^2-X^3+\dots$. Collecting equal powers of $1/z$,

$$\frac1G=z-M_1-\frac{M_2-M_1^2}{z}-\frac{M_3-2M_1M_2+M_1^3}{z^2}-\dots$$

Dyson's equation then gives

$$\Sigma=(M_1-\xi_k)+\frac{M_2-M_1^2}{z}+\frac{\Sigma_2}{z^2}+\dots,\qquad \Sigma_2=M_3-2M_1M_2+M_1^3 .$$

The constant is $M_1-\xi_k=Un$. In the next coefficient,

$$M_2-M_1^2=\xi_k^2+2U\xi_kn+U^2n-(\xi_k^2+2U\xi_kn+U^2n^2)=U^2n(1-n).$$

All terms with $\xi_k$ cancel. Setting $z=i\omega$ gives the stated tail. The "first two moments" are $M_1$ and $M_2$; the normalization $M_0=1$ is used as well.

**Q:** On an infinite lattice the spectrum may have no sharp upper edge. Is the expansion still allowed?

**A:** The full infinite series is not needed. Let $A_k(x)$ be the spectral function, so that $G=\int A_k(x)\,dx/(z-x)$, and use the identity

$$\frac1{z-x}=\frac1z+\frac{x}{z^2}+\frac{x^2}{z^3}+\frac{x^3}{z^3(z-x)} .$$

For $z=i\omega$, $|z-x|\ge|\omega|$. The last term therefore contributes at most $\omega^{-4}\int|x|^3A_k(x)\,dx$ to $G$. Since $|x|^3\le1+x^4$, this integral is at most $1+M_4$, with energies in a fixed unit. For finite-range hopping, $M_4$ is a finite sum of averages of bounded local operators, and it is bounded uniformly in $k$. An error of order $\omega^{-4}$ in $G$ becomes one of order $\omega^{-2}$ in $1/G$, as required.

**Q:** Does the coefficient $U^2n(1-n)$ mean anything, or is it just what survives the algebra?

**A:** Adding or removing an electron of spin $\sigma$ on site $i$ involves the interaction energy $U\nu_i$, which is either 0 or $U$. The Green's function counts addition and removal together, and $\{c_i,c_i^\dagger\}=1$, so $\nu_i$ is averaged over the thermal state with no condition on whether the spin-$\sigma$ level is occupied. This differs in general from the average $U\langle n_{i\uparrow}n_{i\downarrow}\rangle/\langle n_{i\sigma}\rangle$ for an electron known to be on the site. In the unconditional average the mean is $Un$ and the variance is

$$\langle(U\nu_i)^2\rangle-\langle U\nu_i\rangle^2=U^2n-U^2n^2 .$$

The constant is the mean and the $1/(i\omega)$ coefficient is the variance. The variance vanishes when the opposite spin is absent or fills every site, since the energy then does not fluctuate.

It is also the total weight of the self-energy's spectrum. Take a finite system and combine coincident poles of $G_k$. All weights are positive, so $G_k$ falls from $+\infty$ to $-\infty$ between neighbouring poles and has one zero there. With $L$ poles, the numerator of $G_k$ has degree $L-1$, so these are all its zeros. At a zero $y_r$, $1/G_k$ has a pole with residue $1/G_k'(y_r)<0$. Hence

$$\Sigma(z)=Un+\sum_r\frac{s_r}{z-y_r},\qquad s_r=-\frac1{G_k'(y_r)}>0 .$$

At large $z$ the sum becomes $(\sum_rs_r)/z$, so $\sum_rs_r=U^2n(1-n)$. Each pole contributes a Lorentzian of area $s_r$ to $-\mathrm{Im}\,\Sigma/\pi$ on a line just above the real axis, which gives the sum rule

$$-\frac1\pi\int_{-\infty}^{\infty}\mathrm{Im}\,\Sigma(x+i0^+)\,dx=U^2n(1-n).$$

**Q:** How high must the frequency be? "High" is easy to say.

**A:** The pole form answers that. If all poles of $G_k$ lie in $|x|\le W$, so do the $y_r$. For one pole,

$$\frac{s_r}{i\omega-y_r}-\frac{s_r}{i\omega}=\frac{s_ry_r}{i\omega(i\omega-y_r)},$$

whose magnitude is at most $s_rW/\omega^2$. Summing over $r$,

$$\left|\Sigma-Un-\frac{U^2n(1-n)}{i\omega}\right|\le\frac{U^2n(1-n)\,W}{\omega^2}.$$

Relative to the second term of the tail, the error is at most $W/|\omega|$. The coefficients hold at any $U$, but the frequency at which they become useful depends on $U$, the band and the chemical potential.

**Q:** Show me a case where the self-energy is known at all frequencies.

**A:** Take isolated sites, with $h=-\mu_\sigma$, where $\mu_\sigma$ includes any field. Now $\nu$ is conserved. With probability $1-n$ the other spin is absent and the electron's energy is $-\mu_\sigma$; with probability $n$ it is $U-\mu_\sigma$. With $x=z+\mu_\sigma$,

$$G=\frac{1-n}{x}+\frac{n}{x-U}=\frac{x-U(1-n)}{x(x-U)} .$$

Therefore

$$\Sigma=x-\frac1G=\frac{x[x-U(1-n)]-x(x-U)}{x-U(1-n)}=\frac{Unx}{x-U(1-n)} .$$

Writing $x=[x-U(1-n)]+U(1-n)$ in the numerator,

$$\Sigma=Un+\frac{U^2n(1-n)}{z+\mu_\sigma-U(1-n)} .$$

At large $z$ this has the required tail. At half filling without a field, $\mu_\sigma=U/2$ and $n=1/2$. The shift in the denominator then vanishes, and the two-term tail is the full self-energy of the isolated site. The same holds whenever $\mu_\sigma=U(1-n)$; otherwise the shift matters at low frequency.

**Q:** Isolated sites have no momentum dependence to begin with. I want hopping, strong interaction and unequal spins.

**A:** Consider a four-site ring with nearest-neighbour hopping energy $-t$, diagonalized in its full Fock space. In units of $t$, take $U=8$, chemical potential 1, temperature 0.5 and a field that lowers the up level by 0.3 and raises the down level by 0.3. The occupations are $n_\uparrow=0.5686$ and $n_\downarrow=0.2490$. For spin up the relevant one is $n_\downarrow$:

$$Un_\downarrow=8(0.2490)\,t=1.992\,t,\qquad U^2n_\downarrow(1-n_\downarrow)=64(0.2490)(0.7510)\,t^2=11.97\,t^2 .$$

At $k=0$, $\xi_k=(-2-1-0.3)t=-3.3\,t$. The eigenstate sums give $M_1=-1.308\,t$ and $M_2=13.679\,t^2$, so

$$M_2-M_1^2=(13.679-1.711)\,t^2=11.968\,t^2 .$$

At $k=\pi$, $\xi_k=0.7\,t$, and the moments are quite different: $M_1=2.692\,t$ and $M_2=19.215\,t^2$. Yet $19.215-7.247=11.968$ again. The integrated self-energy weight is also $11.968\,t^2$ at $k=0$, $\pi/2$ and $\pi$.

**Q:** That checks the coefficient. How good is the tail itself?

**A:** At $k=0$ and the Matsubara frequency $\omega=4.71\,t$, it is poor. The imaginary part is $-1.017\,t$, while the tail gives $-2.540\,t$. The real part is $0.977\,t$ instead of $1.992\,t$. Here $W=17.5\,t$ exceeds $\omega$, so the bound promises little.

At $\omega=33.0\,t$ the imaginary parts are $-0.349\,t$ and $-0.363\,t$, a discrepancy of about 4% of the computed value. The magnitude of the full complex error is $0.065\,t$, below the bound of $0.192\,t$. At $\omega=315.7\,t$ the error is $7.2\times10^{-4}\,t$.

The last figure follows from the next coefficient. Since $(i\omega)^2=-\omega^2$, the leading error is $-\Sigma_2/\omega^2$. With $\Sigma_2=72.07\,t^3$ at $k=0$, its size is $72.07/315.7^2\,t=7.2\times10^{-4}\,t$.

**Q:** Is that next coefficient independent of momentum too?

**A:** No. In this ring $\Sigma_2$ is $72.07$, $61.39$ and $50.70\,t^3$ at $k=0$, $\pi/2$ and $\pi$. The third moment needs a second commutator with $H$, which contains $U\nu_i\sum_lh_{il}c_l$. Its anticommutator with $U\nu_jc_j^\dagger$ contributes $U^2h_{ij}\nu_i\nu_j$. This is one way in which the intersite correlations missing from $M_2$ enter.

**Q:** One value of $U$ does not establish "any $U$".

**A:** The derivation establishes it, since no step restricts $U$. The numerical check also extracts the tail from the computed self-energy at $U/t=1$, $20$ and $-4$, with chemical potentials $0$, $1$ and $-2.5$ in units of $t$, the same temperature and field, and an average over $k=0$, $\pi/2$ and $\pi$. For spin up the $1/(i\omega)$ coefficients are $0.219$, $64.25$ and $3.203\,t^2$, in agreement with $U^2n(1-n)$ at the respective occupations. For attraction the constant is negative, but the second coefficient remains positive, as a variance must.

**Q:** Which of your assumptions can I break without losing the result?

**A:** Uniform density can be given up, with a small change. The inversion also works for matrices in the site indices, and

$$(M_1^2)_{ij}=(h^2)_{ij}+Uh_{ij}(n_i+n_j)+U^2n_i^2\delta_{ij}.$$

Subtracting this from $M_2$ leaves

$$\Sigma_{ij}=\delta_{ij}\left[Un_i+\frac{U^2n_i(1-n_i)}{i\omega}\right]+O(\omega^{-2}).$$

The tail remains local but varies from site to site. For $N$ sites at positions $R_j$, its element between momenta $k$ and $k'$ is $N^{-1}\sum_j e^{-i(k-k')R_j}\Sigma_{jj}$, which depends only on $k-k'$. The diagonal elements are site averages and still do not depend on $k$, but a nonuniform density adds elements that couple different momenta. Uniform density is what makes the tail diagonal in $k$, so that it is the single function stated at the start.

Spin mixing changes the coefficient itself. In a transverse field $s=\langle c_\downarrow^\dagger c_\uparrow\rangle$ is nonzero, and the first moment acquires a spin-off-diagonal element. On one site, using $c_\uparrow c_\downarrow^\dagger=-c_\downarrow^\dagger c_\uparrow$, $n_\downarrow c_\downarrow^\dagger=c_\downarrow^\dagger$ and $c_\downarrow^\dagger n_\downarrow=0$,

$$U\langle\{n_\downarrow c_\uparrow,c_\downarrow^\dagger\}\rangle=-U\langle n_\downarrow c_\downarrow^\dagger c_\uparrow\rangle=-Us .$$

Let $S$ be the constant self-energy matrix, with $S_{\uparrow\uparrow}=Un_\downarrow$, $S_{\uparrow\downarrow}=-Us$ and $S_{\downarrow\uparrow}=-Us^*$. Then $M_1=h+S$. With $a,b,l$ labelling site and spin together, $[c_a,H]=\sum_lh_{al}c_l+U\nu_ac_a$ still holds, and $S_{ab}=U\langle\{\nu_ac_a,c_b^\dagger\}\rangle$. Taking the conjugate and using that $S$ is Hermitian gives $U\langle\{c_l,\nu_bc_b^\dagger\}\rangle=S_{lb}$. The two cross terms of $M_2$ are therefore $\sum_lh_{al}S_{lb}=(hS)_{ab}$ and $\sum_lS_{al}h_{lb}=(Sh)_{ab}$. The interaction term for two up spins on one site is $U^2\langle n_\downarrow\{c_\uparrow,c_\uparrow^\dagger\}\rangle=U^2n_\downarrow$, as before. So the up-up element of $M_2$ is that of $h^2+hS+Sh$ plus $U^2n_\downarrow$. Subtracting $M_1^2=h^2+hS+Sh+S^2$ leaves

$$U^2n_\downarrow-(S^2)_{\uparrow\uparrow}=U^2\left(n_\downarrow-n_\downarrow^2-|s|^2\right).$$

With a transverse field of $0.5\,t$ added to the ring, $n_\downarrow=0.270$ and $s=0.246$. The coefficient extracted from the computed self-energy is $8.75\,t^2$, as this formula gives; omitting $s$ would give $12.62\,t^2$. With pairing, Dyson's equation also becomes a larger matrix equation, so the scalar inversion used here no longer applies.

## Values computed for the example and the checks

```
Four-site Hubbard ring, all energies in units of t
U = 8.0, mu = 1.0, T = 0.5, field B = 0.3
occupation per site: n_up = 0.568601, n_down = 0.249003
formula, spin up: U n = 1.992026 t, U^2 n(1-n) = 11.968040 t^2
Spin-up moments from the Lehmann sum (M1: t, M2: t^2)
k     xi/t      M1        M2         M2-M1^2    Sigma2/t^3
0      -3.3000  -1.30797   13.67884  11.968040    72.06665
pi/2   -1.3000   0.69203   12.44694  11.968040    61.38532
pi      0.7000   2.69203   19.21504  11.968040    50.70398
Spin-up self-energy at Matsubara frequencies (2m+1) pi T, in t
k     m    w/t       Re exact   Im exact   Im tail    |error|    bound
0       1    4.7124   0.977181  -1.017308  -2.539697  1.830e+00  9.430e+00
0      10   32.9867   1.929038  -0.348721  -0.362814  6.455e-02  1.924e-01
0     100  315.7301   1.991303  -0.037889  -0.037906  7.227e-04  2.101e-03
pi      1    4.7124   0.982004  -1.278388  -2.539697  1.616e+00  9.430e+00
pi     10   32.9867   1.946740  -0.354478  -0.362814  4.605e-02  1.924e-01
pi    100  315.7301   1.991517  -0.037896  -0.037906  5.086e-04  2.101e-03
Pole range W of G used in the bound: k=0: 17.4967 t, k=pi: 17.4967 t
Integrated spin-up self-energy weight, -(1/pi) int Im Sigma dx
k = 0     weight = 11.968040 t^2
k = pi/2  weight = 11.968040 t^2
k = pi    weight = 11.968040 t^2
Scan of U: spin-up tail extracted from exact Sigma, mean over k
U/t    mu/t   n_down    const/t    U n/t      coeff/t^2   U^2n(1-n)/t^2
  1.0    0.0  0.323111   0.323111   0.323111     0.21871     0.21871
  8.0    1.0  0.249003   1.992026   1.992026    11.96804    11.96804
 20.0    1.0  0.201062   4.021231   4.021233    64.25431    64.25434
 -4.0   -2.5  0.276814  -1.107258  -1.107258     3.20301     3.20301
Nonuniform ring, site potentials 0, 0.7, -0.4, 1.1 t (spin up)
site 1: n_down = 0.234881, coeff = 11.50155 t^2
site 2: n_down = 0.213998, coeff = 10.76496 t^2
site 3: n_down = 0.251786, coeff = 12.05693 t^2
site 4: n_down = 0.176113, coeff = 9.28621 t^2
largest off-diagonal coefficient = 7.1e-08 t^2
Isolated site: n_down = 0.218976, Sigma_up(0.7i t) = -0.416839 -0.306790i t
Transverse field 0.5 t: n_down = 0.270083, s = 0.245839
coeff = 8.74889, with s: 8.74889, without s: 12.61685 t^2
```
